Electron-gas exchange on finite k meshes: three treatments of the singularity

**Question**

I am testing Fock exchange on the uniform electron gas, where the answer is known. The gas is unpolarized, with r_s = 2 bohr and a sharp Fermi surface. I treat it as a crystal with a simple cubic cell of side a = 5 bohr and an N×N×N k mesh. The Coulomb kernel 4π/q² diverges when two wavevectors coincide, and I have tried three remedies:

(a) omit the q = 0 term;
(b) replace it by a finite value obtained from the auxiliary function exp(−αq²)/q², with α = 1 bohr²;
(c) cut the Coulomb interaction off at the radius Rc of a sphere with the volume of the N×N×N supercell.

All three seem to approach the same energy, but (a) is very slow. I expected (b) and (c) to remove the problem completely, yet an error remains, and it jumps about when I shift the mesh. How does each error depend on N, with its prefactor, and where does the remaining error come from?

**Answer**

The jumps and the systematic error have to be separated first. Averaging over the mesh offset does this, and it turns the double sum over k points into a single sum that can be analysed.

**The pair sum and its offset average**

I use Hartree atomic units, L = Na and V = L³. The wavevectors k+G of your mesh form a cubic lattice of spacing 2π/L; I call them simply k. With occupations f = 1 inside the Fermi sphere and 0 outside, each spin contributes −½ Σ f f′ v/V, so the two spins together give

E_x = −(1/V) Σ_{k,k′} f_k f_k′ v(k−k′), v(q) = 4π/q².

Let C(q) = Σ_k f_k f_{k+q} be the number of occupied pairs with separation q. Summing over the lattice and averaging over its offset amounts to integrating over all k, so

⟨C(q)⟩ = V/(2π)³ × (common volume of two Fermi spheres displaced by q).

The common volume consists of two equal caps:

2π ∫_{q/2}^{kF} (kF² − z²) dz = 2π [2kF³/3 − kF²q/2 + q³/24] = (4πkF³/3) h(q),

h(q) = 1 − 3q/(4kF) + q³/(16kF³) for q < 2kF, and zero beyond.

Since n = kF³/(3π²), the prefactor V/(2π)³ × 4πkF³/3 equals nV/2. I divide E_x by the fixed number nV, not by the fluctuating number of occupied states, so that the energy stays linear in C. The average energy per electron is then

e_L = −(1/(nV)) (1/V) (nV/2) Σ_q v(q)h(q) = −(1/2V) Σ_q v(q)h(q).

For an infinite mesh (1/V)Σ_q becomes ∫d³q/(2π)³, and the volume element 4πq² cancels the singularity:

e = −½ (4π)(4π)/(8π³) ∫h dq = −(1/π)(2kF − 3kF/2 + kF/4) = −3kF/(4π).

Here kF = 0.959579 bohr⁻¹, so e = −0.229083 Ha = −6.234 eV. Errors below are e_L − e; a positive error means too little binding.

**Lattice sum against integral**

By Poisson summation, a lattice sum of a smooth, rapidly decaying function differs from its integral by less than any power of 1/L. Power-law errors come from points where the summand is not smooth. Near q = 0,

4πh/q² = 4π [1/q² − 3/(4kF q) + q/(16kF³)].

For the first term, define a damped sum without q = 0 and its integral:

S_β = (1/V) Σ′ 4π exp(−βq²)/q²,
I_β = ∫d³q/(2π)³ 4π exp(−βq²)/q² = 1/√(πβ).

Differentiate S_β with respect to β, add and subtract the q = 0 term, and apply Poisson summation to the Gaussian:

dS_β/dβ = −(4π/V) [Σ_q exp(−βq²) − 1]
= −4π Σ_R (4πβ)^(−3/2) exp(−R²/4β) + 4π/V.

The R = 0 term is −1/(2√π β^(3/2)), which is dI_β/dβ. The terms with R ≠ 0 are exponentially small for β ≪ L²/4. Integration gives

S_β − I_β = −ξ/L + 4πβ/V.

The integration constant must scale as 1/L, because L is the remaining length when β → 0. This defines ξ.

The 1/q term needs a second constant, which turns out to be the same one. Write both sums over integer vectors n, using

1/n² = π ∫₀^∞ exp(−πn²t) dt, 1/|n| = ∫₀^∞ t^(−1/2) exp(−πn²t) dt.

Let θ(t) = Σ_n exp(−πn²t). Removing n = 0 subtracts 1 from θ, and removing the continuum integral subtracts t^(−3/2). A lower limit on t acts as the damping and can then be taken to zero. Sum minus integral becomes

Z₂ = π ∫₀^∞ [θ(t) − 1 − t^(−3/2)] dt for 1/n²,
Z₁ = ∫₀^∞ t^(−1/2) [θ(t) − 1 − t^(−3/2)] dt for 1/|n|.

Put t = 1/u in Z₁. Then dt → du/u², t^(−1/2) = u^(1/2), and Poisson summation gives θ(1/u) = u^(3/2) θ(u), so

Z₁ = ∫₀^∞ u^(−3/2) [u^(3/2)θ(u) − 1 − u^(3/2)] du = ∫₀^∞ [θ(u) − u^(−3/2) − 1] du = Z₂/π.

With |q| = 2π|n|/L, the two terms contribute

1/q²: (4π/L³)(L/2π)² Z₂ = Z₂/(πL) = −ξ/L, hence Z₂ = −πξ and Z₁ = −ξ;
1/q: (4π/L³)(L/2π) Z₁ = −2ξ/L².

To evaluate ξ = −∫₀^∞ [θ(t) − 1 − t^(−3/2)] dt, split the integral at t = 1. Above 1, θ − 1 gives Σ′ exp(−πn²)/(πn²) and −t^(−3/2) gives −2. Below 1, the term −1 gives −1, and t = 1/u turns θ − t^(−3/2) into ∫₁^∞ u^(−1/2)[θ(u) − 1] du = Σ′ erfc(√π|n|)/|n|. Hence ξ = 3 − Σ′ [erfc(√π|n|)/|n| + exp(−πn²)/(πn²)] = 2.837297. Direct damped sums give 2.837297 from 1/n² and 2.8370 from 1/|n|, the latter with a visible remnant of the damping.

**(a) Omitting q = 0**

Subtract from 4πh/q² the two singular terms, each multiplied by exp(−βq²). The remainder tends to 4πβ at q = 0. Omitting that point costs −4πβ/V, which cancels the +4πβ/V in S_β − I_β, so the arbitrary β drops out, as it must.

What is left is a term proportional to |q| and the edge at q = 2kF. The Fourier transform of |q| falls as R⁻⁴. At the edge h vanishes quadratically, so its second derivative jumps, and in three dimensions this also gives R⁻⁴. Summed over supercell translations, both contribute at order L⁻⁴. Therefore

e_omit − e = −½ [−ξ/L − (3/(4kF))(−2ξ/L²)] + O(L⁻⁴)
= ξ/(2L) − 3ξ/(4kF L²) + O(L⁻⁴).

Since 1/L = N_k^(−1/3)/a with N_k = N³, the leading error falls as the inverse cube root of the number of k points. It is positive: an attractive contribution has been left out.

For N = 8, L = 40 bohr. The two terms are 35.466 and −1.386 mHa, together 34.080 mHa. The lattice sum also gives 34.080 mHa.

**(b) Auxiliary function**

The idea is to choose the q = 0 value v₀ so that the auxiliary function itself is summed correctly:

v₀/V = I_α − S_α = ξ/L − 4πα/V.

Because h(0) = 1, this adds −½v₀/V to the energy, and

e_aux − e = −3ξ/(4kF L²) + 2πα/L³ + O(L⁻⁴).

The 1/L error is gone. The L⁻² error survives because it belongs to the 1/q term, which the auxiliary function does not contain. That term comes from the linear decrease of h: displacing a sharp Fermi sphere by a small q uncovers a volume proportional to q. The remaining error is thus a Fermi-surface effect, and no α held fixed as the mesh grows removes its L⁻² law. The α term cancels it only if α is retuned to 3ξL/(8πkF) on each mesh, which amounts to adding the known term back by hand.

For N = 8, v₀/V = 0.070932 − 0.000196 = 0.070736 Ha. The energy is −0.195002 − 0.035368 = −0.230370 Ha, an error of −1.288 mHa. The formula gives −1.386 + 0.098 = −1.288 mHa.

You can add the known term 3ξ/(4kF L²) back. The error at N = 8 then drops to 0.098 mHa, which is the α term. It falls to 0.012 mHa at N = 16, a factor of eight, as L⁻³ requires.

A second case shows what the Fermi surface does. Suppose h were smooth, h = 1 − γq² + …, with no linear term and no edge. Then 4πh/q² − 4π exp(−γq²)/q² is smooth and vanishes at q = 0, so the sum without q = 0 differs from its integral by −ξ/L + 4πγ/V. Adding v₀/V leaves 4π(γ−α)/V, and

e_aux − e = 2π(α−γ)/L³.

In that model the error falls as 1/N_k, and the choice α = γ removes even this term.

**(c) Spherical truncation**

The transform of 1/r restricted to r < Rc is

v_c(q) = (4π/q) ∫₀^{Rc} sin(qr) dr = 4π(1 − cos qRc)/q², v_c(0) = 2πRc².

No term is singular now. Your choice 4πRc³/3 = V means Rc = cL with c = 0.62035.

The error is easiest to see in real space. Let g(r) be the Fourier transform of h. It is the exchange-hole density, taken positive, and it integrates to h(0) = 1. Since h is the overlap of a sphere with its displaced copy, g is the square of the sphere's transform:

g(r) = (9n/2) [j₁(x)/x]², x = kF r, j₁(x) = sin x/x² − cos x/x.

At large r, with n = kF³/(3π²) and cos²x = ½(1 + cos 2x),

g(r) ≈ K [1 + cos(2kF r)]/r⁴, K = 3/(4π²kF).

Poisson summation turns the energy into a sum over supercell translations R:

e_sph = −½ Σ_R ∫_{r<Rc} g(r−R)/r d³r.

The exact energy is −½∫g/r d³r over all space. Hence

e_sph − e = ½ ∫_{r>Rc} g/r d³r − ½ Σ_{R≠0} ∫_{r<Rc} g(r−R)/r d³r.

The first term is the lost tail of the hole, which reduces binding. The second is the spurious attraction of periodic images of the hole that reach into the sphere, which increases it. The tail form of g may be used for the images because Rc < L keeps their centres outside.

Take the non-oscillating part K/r⁴ first. The lost tail gives

∫_{Rc}^∞ 4πr² r⁻⁵ dr = 2π/Rc².

For one image, integrate over μ, the cosine of the angle between r and R:

∫_{−1}^{1} dμ/(r²+R²−2rRμ)² = (1/(2rR)) [1/(R−r)² − 1/(R+r)²].

Multiplying by 2πr²/r and integrating over r gives

(π/R) ∫₀^{Rc} [1/(R−r)² − 1/(R+r)²] dr
= (π/R) [1/(R−Rc) + 1/(R+Rc) − 2/R]
= (π/R) [2R/(R²−Rc²) − 2/R]
= 2πRc²/[R²(R²−Rc²)].

With R = L|n| and ½K·2π = 3/(4πkF), the leading error is B/L², where

B = (3/(4πkF)) [1/c² − Σ′ c²/(n²(n²−c²))].

The bracket is 2.5985 − 8.2277 = −5.6292. The images outweigh the lost tail, and B = −1.4005 Ha bohr².

The oscillating part of the lost tail is next. One integration by parts gives

2πK ∫_{Rc}^∞ cos(2kF r)/r³ dr = −πK sin(2kF Rc)/(kF Rc³) + O(L⁻⁴).

Since πK = 3/(4πkF) and 3/(4πRc³) = 1/V, this is −sin(2kF Rc)/(kF²V). For the images, the phase 2kF|r−R| varies over the surface of the sphere. A stationary-phase estimate then gives one more factor of 1/(kF L), and the region near r = 0 also contributes at L⁻⁴. So

e_sph − e = B/L² − sin(2kF Rc)/(kF²V) + O(L⁻⁴).

For N = 8 the two terms are −0.875 and +0.008 mHa, together −0.867 mHa; the lattice sum gives −0.870 mHa. The oscillating term is small here but real. On the four meshes N = 16, 32, 64 and 128, the residual multiplied by L⁴ stays below 9 Ha bohr⁴ when the term is included and reaches 689 Ha bohr⁴ when it is left out.

Methods (b) and (c) thus share the N_k^(−2/3) law. For this cell shape and this Rc the leading coefficient of (c) is smaller, by the factor 1.4005/2.2176 = 0.63.

**Extracting the laws from your data**

These are the offset-averaged errors in mHa:

N = 8: (a) 34.080, (b) −1.288, (c) −0.870
N = 16: (a) 17.387, (b) −0.334, (c) −0.221
N = 32: (a) 8.780, (b) −0.085, (c) −0.055

Doubling N roughly halves the first and divides the other two by about four. Between N = 64 and 128 the local exponents in 1/L are 0.996, 1.994 and 1.996.

To reach 1 mHa, the leading terms require

(a) L = 1.4186/0.001 ≈ 1419 bohr, N ≈ 284;
(b) L = √(2.2176/0.001) ≈ 47 bohr, N ≈ 9.4;
(c) L = √(1.4005/0.001) ≈ 37 bohr, N ≈ 7.5.

The lattice sums give 284, 10 and 8. In k points per mesh this is about 23 million, 1000 and 512. These counts refer to the offset average. At fixed kF a single mesh also carries the scatter discussed below, which for (b) is 1.87 mHa rms at N = 8 and 0.82 mHa at N = 12, so one mesh of 1000 or 512 points is not assured of 1 mHa.

Knowing the exponent also lets you extrapolate. For (a), 2e(2L) − e(L) cancels the 1/L term. From N = 8 and 16 the remaining error is 2(17.387) − 34.080 ≈ 0.69 mHa, which is the L⁻² term coming through as 3ξ/(8kF L²). For (b), [4e(2L) − e(L)]/3 cancels the L⁻² term and leaves [4(−0.33418) + 1.28757]/3 ≈ −0.016 mHa.

**Why a single mesh jumps about**

At fixed kF, shifting the mesh moves points across the Fermi surface. The Fourier coefficients of the number of lattice points in a sphere of radius ρ = kF L/2π are, at large ρ, −ρ cos(2πρ|m|)/(πm²) for nonzero integer vectors m. The count therefore scatters by an amount of order ρ, modulated by the cosines, while the count itself grows as ρ³. The relative scatter is of order L⁻², the same order as the error that (b) and (c) leave behind.

Explicit pair counts on shifted meshes show this in the energy. With method (b) the rms scatter over a 12×12×12 set of offsets is 8.04, 1.87 and 0.82 mHa for N = 4, 8 and 12; another choice of offsets can change these values by roughly ten per cent. Multiplied by L², these are 3.2, 3.0 and 3.0 Ha bohr², so the three meshes are consistent with an L⁻² law. The prefactor is not a constant, however: the cosines above modulate it as kF L changes, so these values need not hold for other meshes. At N = 8 the scatter exceeds the mean error of 1.29 mHa. The averages over the same set of offsets agree with the single-sum formula to within 0.2 mHa for all three methods.

The Γ-centred mesh at N = 8 is a good warning. It has 949 occupied points per spin where the mean is 954.93, and its errors are 35.89, +0.74 and +1.24 mHa for (a), (b) and (c). The last two have the opposite sign to the averages. The missing points explain most of this. Since E_x/V varies as n^(4/3), removing an electron costs (4/3)|e|, so the expected shift is

(4/3)(229.083 mHa)(5.93/954.93) ≈ 1.90 mHa.

The shift found for (b) is 0.74 + 1.29 = 2.03 mHa. At fixed kF a fit through single meshes would mix this scatter with the convergence law, so average over offsets before fitting.

**Where these formulas apply**

They need kF L ≫ 1, a sharp Fermi surface, fixed kF and a cubic supercell. Another cell shape changes the image sum and in general needs two different constants in place of ξ, one for the 1/L term and one for the L⁻² term, because the step Z₁ = Z₂/π uses the fact that a simple cubic lattice is its own reciprocal up to scale. If you fix the number of electrons instead, or divide by the actual count, the energy per electron is no longer a fixed linear function of the pair count, and the derivation of the offset average given here does not cover that case. Fixing the number does remove the part of the scatter that comes from a changing count. That part is nearly all of it, so at fixed electron number a single mesh scatters far less than the values given above. The full set of values is in the numerical output below.

Numbers as computed

```
r_s = 2.0 bohr, a = 5.0 bohr, alpha = 1.0 bohr^2
density = 0.029842 bohr^-3
kF = 0.959579 bohr^-1
exact energy = -0.229083 Ha = -6.2337 eV
exact energy from real-space hole = -0.229077 Ha
xi = 2.837297 (dimensionless)
xi from damped 1/n^2 sum = 2.837297
xi from damped 1/n sum = 2.8370
c = Rc/L = 0.620350, 1/c^2 = 2.5985
image lattice sum = 8.2277 (dimensionless)
1/L coefficient, omitted = 1.4186 Ha bohr
1/L^2 coefficient, auxiliary = -2.2176 Ha bohr^2
1/L^2 coefficient, truncation = -1.4005 Ha bohr^2
N=8: L = 40.0 bohr, Rc = 24.8140 bohr
N=8: xi/L = 0.070932 Ha
N=8: auxiliary q=0 term v0/V = 0.070736 Ha
N=8: truncated q=0 term/V = 0.060450 Ha
N=8: energy, omitted = -0.195002 Ha
N=8: energy, auxiliary = -0.230370 Ha
N=8: energy, truncation = -0.229952 Ha
N=8: B/L^2, auxiliary = -1.3860 mHa
N=8: 2 pi alpha/L^3 = 0.0982 mHa
N=8: B/L^2, truncation = -0.8753 mHa
N=8: oscillating term, truncation = 0.0081 mHa
errors in mHa: N, omitted, auxiliary, truncation,
  auxiliary with Fermi-surface term added back
   2   119.70483   -15.87686   -13.24441     6.29925
   4    65.39099    -4.75605    -3.39322     0.78798
   8    34.08047    -1.28757    -0.86974     0.09843
  16    17.38666    -0.33418    -0.22068     0.01232
  32     8.77993    -0.08509    -0.05496     0.00153
  64     4.41162    -0.02146    -0.01365     0.00019
 128     2.21122    -0.00539    -0.00342     0.00002
local exponents in 1/L between N=64 and N=128:
  omitted 0.996, auxiliary 1.994, truncation 1.996
largest L^4 residual, auxiliary = 1.96 Ha bohr^4
largest L^4 residual, truncation = 8.83 Ha bohr^4
  same without oscillating term = 688.9 Ha bohr^4
smallest N with error staying below 1 mHa (N up to 320 or 40):
  omitted 284, auxiliary 10, truncation 8
shifted meshes: N, rms scatter (mHa), gap of mean to formula (mHa)
   4    8.0412    0.1847
   8    1.8728    0.0995
  12    0.8210    0.0613
Gamma-centred N=8: occupied points = 949, mean = 954.93
Gamma-centred N=8 errors (mHa), fixed density:
  omitted 35.890, auxiliary 0.741, truncation 1.238
```
